# Vacuum decay of a surface state with parallel wavevector

## Problem

An electron in a surface state of a crystal has a total energy $E$ that lies $B=4$ eV below the vacuum level $V$, so $B=V-E$. Outside the surface the potential is taken as flat and equal to $V$. The height $z$ is measured outward along the surface normal, and $\mathbf r$ is the position in the surface plane.

(a) With what decay constant $\kappa$ does the amplitude of the state fall into the vacuum if the state has no wavevector parallel to the surface?

(b) What does $\kappa$ become if the parallel wavevector has the magnitude $q=0.82$ Å$^{-1}$, with $B$ held at 4 eV?

(c) The surface is periodic, so a parallel wavevector is defined only up to a reciprocal lattice vector. Which one enters $\kappa$?

(d) Part (b) compares two states at the same energy. What happens instead if one band is followed from $q=0$ outward, and its energy changes on the way?

The decay constant is that of the amplitude, $|\psi|\propto e^{-\kappa z}$. The density $|\psi|^2$ falls with $2\kappa$. The electron in vacuum has the free-electron mass $m$.

## First estimate by scaling

For $q=0$ the available quantities are $\hbar$, $m$ and $B$, and the one inverse length they form is $\sqrt{mB}/\hbar$. The factor 2 follows from setting the missing kinetic energy equal to the barrier, $\hbar^2\kappa_0^2/2m=B$. With $\hbar^2/2m=3.810$ eV Å$^2$,

$$
\kappa_0=\sqrt{\frac{2mB}{\hbar^2}}=\sqrt{\frac{4.00}{3.810}}\ \text{Å}^{-1}=\sqrt{1.0499}\ \text{Å}^{-1}\approx 1.02\ \text{Å}^{-1}.
$$

A parallel wavevector ties up kinetic energy in motion along the surface:

$$
\frac{\hbar^2q^2}{2m}=3.810\times0.6724\ \text{eV}=2.56\ \text{eV}.
$$

At fixed total energy this energy is missing from the motion along $z$, which therefore faces a higher barrier. The relative increase of the barrier is

$$
x=\frac{\hbar^2q^2/2m}{B}=\frac{q^2}{\kappa_0^2}=\frac{0.6724}{1.0499}=0.640 .
$$

Since $\kappa$ scales as the square root of the barrier, a small relative increase $x$ of the barrier raises $\kappa$ by the fraction $x/2$. This gives the estimate

$$
\kappa_{\rm est}=\kappa_0\left(1+\frac{x}{2}\right)=1.0246\times1.320\ \text{Å}^{-1}=1.353\ \text{Å}^{-1}.
$$

The parallel wavevector should thus raise the decay constant by about a third. Because $x$ is not small, the second decimal cannot be trusted.

## Exact solution for a flat vacuum level

**Separating the lateral components.** On a periodic surface the state obeys Bloch's theorem in the plane: $\psi$ is $e^{i\mathbf k\cdot\mathbf r}$ times a function with the period of the surface. That periodic function can be written as a Fourier series over the surface reciprocal lattice vectors $\mathbf G$, with coefficients that depend on $z$:

$$
\psi(\mathbf r,z)=\sum_{\mathbf G}f_{\mathbf G}(z)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
$$

In the vacuum region the Schrödinger equation is

$$
-\frac{\hbar^2}{2m}\left(\nabla_{\mathbf r}^2+\frac{\partial^2}{\partial z^2}\right)\psi+V\psi=E\psi .
$$

Each plane wave is an eigenfunction of the lateral Laplacian with eigenvalue $-|\mathbf k+\mathbf G|^2$. Inserting the series gives

$$
\sum_{\mathbf G}\left[\frac{\hbar^2}{2m}|\mathbf k+\mathbf G|^2f_{\mathbf G}-\frac{\hbar^2}{2m}f_{\mathbf G}''+(V-E)f_{\mathbf G}\right]e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}=0 .
$$

Multiply by $e^{-i(\mathbf k+\mathbf G')\cdot\mathbf r}$ and integrate over one surface cell. Plane waves with different reciprocal lattice vectors are orthogonal there, so the bracket must vanish for each $\mathbf G$ separately. This step needs $V$ to be independent of $\mathbf r$; a corrugated potential would couple the components. With $V-E=B$, and after multiplication by $2m/\hbar^2$,

$$
f_{\mathbf G}''=\left(\frac{2mB}{\hbar^2}+|\mathbf k+\mathbf G|^2\right)f_{\mathbf G}\equiv\kappa_{\mathbf G}^2f_{\mathbf G}.
$$

**Choosing the solution.** The bracket is positive, so the general solution is a sum of $e^{-\kappa_{\mathbf G}z}$ and $e^{+\kappa_{\mathbf G}z}$. The vacuum extends to large $z$ and the state is bound to the surface, so the growing part must be absent. A component with lateral wavevector of magnitude $q=|\mathbf k+\mathbf G|$ therefore decays with

$$
\boxed{\;\kappa(q)=\sqrt{\frac{2mB}{\hbar^2}+q^2}\;}
$$

Multiplying $\kappa^2$ by $\hbar^2/2m$ recovers the energy argument:

$$
\frac{\hbar^2\kappa^2}{2m}=B+\frac{\hbar^2q^2}{2m}.
$$

The motion along $z$ sees an effective barrier of $4.00+2.56=6.56$ eV.

**Parts (a) and (b).** For $q=0$ the result is the value already found,

$$
\kappa(0)=1.02\ \text{Å}^{-1}=10.2\ \text{nm}^{-1},
$$

and for $q=0.82$ Å$^{-1}$

$$
\kappa(q)=\sqrt{1.0499+0.6724}\ \text{Å}^{-1}=\sqrt{1.7223}\ \text{Å}^{-1}=1.31\ \text{Å}^{-1}=13.1\ \text{nm}^{-1}.
$$

The increase is 0.288 Å$^{-1}$.

**Part (c).** Averaged over a surface cell, the cross terms between different plane waves vanish, and the density is

$$
\langle|\psi|^2\rangle=\sum_{\mathbf G}|f_{\mathbf G}|^2=\sum_{\mathbf G}|c_{\mathbf G}|^2e^{-2\kappa_{\mathbf G}z},
$$

where $c_{\mathbf G}$ is the amplitude of each component extrapolated to $z=0$. Far out, the term with the smallest $\kappa_{\mathbf G}$ dominates. It is the one with the smallest $|\mathbf k+\mathbf G|$ among the components of non-zero weight. Unless symmetry removes that component, $q$ is the length of the wavevector reduced to the first surface Brillouin zone.

This can be seen in a two-dimensional model with one lateral direction $x$ of period $a=3.84$ Å. An attractive layer has a Gaussian profile in $z$, and its strength is modulated along $x$ by the factor $1+0.5\cos(2\pi x/a)$. The Schrödinger equation is solved by finite differences with Bloch boundary conditions, and the strength of the layer is adjusted so that the state lies 4 eV below vacuum. The decay constant is then read from the slope of the logarithm of the root-mean-square amplitude between 6 and 9 Å from the layer centre. All entries are in Å$^{-1}$:

| $k$ | smallest $\lvert k+G\rvert$ | $\kappa$, grid | $\kappa$, formula |
|---|---|---|---|
| 0 | 0 | 1.0243 | 1.0246 |
| 0.400 | 0.400 | 1.0996 | 1.0999 |
| 0.818 | 0.818 | 1.3103 | 1.3112 |
| 1.200 | 0.436 | 1.1134 | 1.1137 |

In the last row $k$ lies outside the first zone, whose edge is at $\pi/a=0.818$ Å$^{-1}$. Subtracting $2\pi/a=1.636$ Å$^{-1}$ leaves a wavevector of magnitude 0.436 Å$^{-1}$, and the computed tail follows that value. Using 1.200 Å$^{-1}$ directly in the formula would give 1.578 Å$^{-1}$, which the solution does not show. The state in this row is the lowest one, and since $k$ and $k-2\pi/a$ give the same Bloch condition it is the same state as at $k=-0.436$ Å$^{-1}$. A higher state whose main weight lies at 1.200 Å$^{-1}$ reaches the reduced value only far enough out. In this model its slope between 6 and 9 Å is 1.12 Å$^{-1}$ for the modulation 0.5, but still about 1.45 Å$^{-1}$ for a modulation of 0.02.

**Part (d).** Let the band start at $q=0$ with barrier $B_0$ and rise with an effective mass $m^*$ for motion along the surface. Its distance from the vacuum level then shrinks:

$$
B(q)=B_0-\frac{\hbar^2q^2}{2m^*}.
$$

Inserting this in the boxed formula gives

$$
\kappa^2=\frac{2mB_0}{\hbar^2}-\frac{m}{m^*}q^2+q^2=\frac{2mB_0}{\hbar^2}+\left(1-\frac{m}{m^*}\right)q^2 .
$$

This holds within the first zone, as long as the band is parabolic and $B(q)$ is positive. There are three cases.

- In a heavy band, $m^*>m$, the states decay faster as $q$ grows. In the flat limit $m^*\gg m$ the band keeps its energy, and the full increase of part (b) appears.
- For $m^*=m$ the two effects cancel and $\kappa$ does not change. This happens for a layer that is uniform along the surface: its wave function is a product $e^{i\mathbf k\cdot\mathbf r}\phi(z)$, the function $\phi$ does not depend on $\mathbf k$, and the energy rises by $\hbar^2k^2/2m$.
- A light band, $0<m^*<m$, rises so fast that its states decay more slowly as $q$ grows.

A band that falls from $q=0$ obeys the same formula with $m^*<0$, and its states decay faster than at fixed energy.

For the middle case take $q=0.6$ Å$^{-1}$ and $B_0=4$ eV. The barrier drops to $4.000-3.810\times0.36=2.628$ eV, and

$$
\kappa=\sqrt{\frac{2.628}{3.810}+0.36}\ \text{Å}^{-1}=\sqrt{0.690+0.360}\ \text{Å}^{-1}=1.02\ \text{Å}^{-1},
$$

the same as at $q=0$. The rule that a parallel wavevector speeds up the decay therefore compares Fourier components at equal energy. It need not hold along a band, nor for a zone-centre state whose $\mathbf G=0$ component is removed by symmetry.

## Comparison of estimate and exact result

The estimate was 1.353 Å$^{-1}$ and the exact value for the flat vacuum is 1.312 Å$^{-1}$. The estimate is too high by 0.040 Å$^{-1}$, or 3% of the exact value. The sign and size of this error follow from squaring the estimate:

$$
\kappa_{\rm est}^2=\left(\kappa_0+\frac{q^2}{2\kappa_0}\right)^2=\kappa_0^2+q^2+\frac{q^4}{4\kappa_0^2}=\kappa^2+\frac{q^4}{4\kappa_0^2}.
$$

The extra term is positive, so the estimate lies above the exact value for every non-zero $q$. Writing the difference of squares as a product gives

$$
\kappa_{\rm est}-\kappa=\frac{q^4}{4\kappa_0^2\,(\kappa_{\rm est}+\kappa)}=\frac{0.4521}{4\times1.0499\times2.665}\ \text{Å}^{-1}=0.040\ \text{Å}^{-1}.
$$

For small $q$ the sum $\kappa_{\rm est}+\kappa$ is close to $2\kappa_0$, and the error is about $q^4/8\kappa_0^3=\kappa_0x^2/8$. The increase itself is about $\kappa_0x/2$, so the error is a fraction $x/4$ of it. At $x=0.64$ this gives 16%, and the actual fraction is $0.040/0.288$, or 14%.

The opposite limit is $q\gg\kappa_0$. There the square root is expanded about $q$:

$$
\kappa=q\sqrt{1+\frac{\kappa_0^2}{q^2}}\approx q+\frac{\kappa_0^2}{2q}.
$$

The decay length is then set mainly by the lateral wavelength, and the barrier is a correction. For the present numbers this form gives $0.82+1.0499/1.64=1.460$ Å$^{-1}$, which is 11% too high. The example lies on the small-$q$ side of the crossover at $q=\kappa_0$, but not far from it.

The change in $\kappa$ looks modest, but it enters an exponent. Per ångström of height the density falls by a factor $e^{2\kappa}$, which is 7.8 for $q=0$ and 13.8 for $q=0.82$ Å$^{-1}$. If two such states have equal density at $z=0$, then at $z=5$ Å their ratio is

$$
e^{-2\times0.2877\times5}=0.056 .
$$

In the simplest picture of a scanning tunnelling microscope, the current from a state is proportional to its density at the tip. At equal energy and equal density at the surface, the zone-centre state would then give about eighteen times the current of the other.

## The numbers beside a real surface

The cleaved Si(111) surface with its 2×1 reconstruction carries chains of atoms. With a rough cubic lattice constant of 5.43 Å, the period along a chain is $5.43/\sqrt2=3.84$ Å, and the zone edge along the chains is at $\pi/3.84=0.818$ Å$^{-1}$. The edges of the surface-state gap lie near this zone edge, so $q=0.82$ Å$^{-1}$ is a representative wavevector for states that a tunnelling microscope probes at low bias. States on the zone edge can also have a wavevector across the chains. At the zone corner the total is 0.94 Å$^{-1}$, which gives $\kappa=1.39$ Å$^{-1}$ for the same barrier. At the zone edge the components $+\pi/a$ and $-\pi/a$ decay equally. The barrier of 4 eV is a round value of the order of a work function, not a measured one for this surface. In a real microscope the vacuum level is not flat. The image potential of the surface alone, estimated below, moves $\kappa$ by several per cent, and the image in the tip lowers the barrier further.

**Image potential.** An electron outside a dielectric with relative permittivity $\epsilon$ is attracted by its image, which lowers the barrier by

$$
\Delta V(z)=\frac{e^2}{16\pi\epsilon_0z}\,\frac{\epsilon-1}{\epsilon+1}.
$$

With a rough $\epsilon=12$ this is 0.61 eV at 5 Å. The local decay constant $u=-f'/f$ obeys $u'=u^2-2m(B-\Delta V)/\hbar^2-q^2$. Integrating this equation numerically inward from 60 Å gives, at 5 Å, $u=0.95$ Å$^{-1}$ for $q=0$ and 1.25 Å$^{-1}$ for $q=0.82$ Å$^{-1}$. Both values are lower than for the flat barrier, but the gap between them widens slightly, from 0.29 to 0.30 Å$^{-1}$. The image in the metal tip is not included. It can matter as much: with a flat metal tip 8 Å from the surface, the classical lowering at 5 Å is about 1.3 eV instead of 0.61 eV.

**Barrier height.** A drop of 1 V across the gap shifts the mean barrier by 0.5 eV, with a sign that depends on the polarity. At $q=0.82$ Å$^{-1}$, a barrier of 3.5 eV gives 1.26 Å$^{-1}$ and one of 4.5 eV gives 1.36 Å$^{-1}$.

**Temperature.** At 300 K the thermal energy is 0.026 eV. For an assumed band mass of $0.1\,m$ it corresponds to a displacement of 0.026 Å$^{-1}$ from the band edge. From the zone edge, a step along the chains in either direction shortens the reduced wavevector. In the far tail, the shorter wavevector alone lowers $\kappa$ by 0.016 Å$^{-1}$. At usual tip heights the change is smaller, because the component from the opposite side of the zone, which decays slightly faster, still contributes a substantial share of the density.

**Faster components.** Across the chains the period is 6.65 Å, and the next Fourier component has

$$
q'=\sqrt{0.82^2+(2\pi/6.65)^2}\ \text{Å}^{-1},\qquad \kappa'=1.617\ \text{Å}^{-1}.
$$

If its amplitude at $z=0$ is half that of the leading component, its share of the density at 5 Å, relative to the leading one, is $w=0.25\,e^{-2(1.617-1.312)\times5}\approx0.012$. For the density averaged over a cell, the apparent decay constant is the density-weighted mean $(\kappa+w\kappa')/(1+w)$, which exceeds $\kappa$ by 0.004 Å$^{-1}$. This counts one such component. Those with $+2\pi/6.65$ and $-2\pi/6.65$ Å$^{-1}$ across the chains decay equally, and if both have this amplitude, the excess is 0.007 Å$^{-1}$. At a fixed lateral position, as under a tip, the cross terms survive and are linear in the relative amplitude $\sqrt w\approx0.11$. The local decay constant at 5 Å then varies across the cell by $-0.04$ to $+0.03$ Å$^{-1}$ for one component, and by $-0.09$ to $+0.06$ Å$^{-1}$ for two in phase.

**Slower components.** A doubling of the period along the chains can mix in a component with $q=0$ at the same energy. If the amplitude of this slow component at $z=0$ is a fraction $r$ of the main one, the two are equal at the height where $r\,e^{-\kappa(0)z}=e^{-\kappa(q)z}$, that is

$$
z=\frac{\ln(1/r)}{\kappa(q)-\kappa(0)} .
$$

For $r=0.1$ this is 8 Å, and for $r=0.01$ it is 16 Å. A localized defect mixes in a continuous range of wavevectors. Those with $q\neq0$ decay faster than the component at $q=0$, so for the same summed amplitude these heights are lower bounds. Beyond that height the slow component dominates and the decay constant tends to 1.02 Å$^{-1}$. Above a defect the approach is slow, because the range of wavevectors that contributes narrows only gradually with height. The faster decay of the zone-edge state therefore shows in the total density only where such admixtures are weak enough for the tip height in use, and the image potentials of surface and tip, together with the bias, shift its value.
